# Burgess's recursion for hydrogenic photoionisation and the shell Gaunt factor, part 1

(Sections cited here and not found follow in the second part.)

## The shell $n=2$ by hand

Photoionisation of the $n=2$ shell of hydrogen needs three radial integrals: 2s→p, 2p→s and 2p→d. Two linear relations tie them together, so only one has to be integrated.

Atomic units are used, with a fixed point nucleus of charge $Z=1$ and no relativity. The radial Hamiltonian is $H_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r$. Bound functions $v_l(r)$ have energy $-1/2n^2$ and unit norm. Continuum functions $w_l(r)$ have energy $\varepsilon=k^2/2$ and amplitude $\sqrt{2/\pi k}$ at large $r$. This normalises them per hartree, because $\int_0^\infty\sin kr\sin k'r\,dr=\frac\pi2\delta(k-k')=\frac{\pi k}{2}\delta(\varepsilon-\varepsilon')$. All functions are taken positive near $r=0$. Define
$$X_l=\int_0^\infty v_{l-1}\,r\,w_l\,dr,\qquad Y_l=\int_0^\infty v_l\,r\,w_{l-1}\,dr,\qquad W=1+n^2k^2 .$$
For $n=2$ the unknowns are $X_1$ (2s→p), $Y_1$ (2p→s) and $X_2$ (2p→d).

The tool is the pair $a_l=\frac{d}{dr}+\frac lr-\frac1l$, $a_l^\dagger=-\frac{d}{dr}+\frac lr-\frac1l$. With $h=l/r-1/l$, the product rule gives $a_la_l^\dagger=-\frac{d^2}{dr^2}+h^2+h'$ and $a_l^\dagger a_l=-\frac{d^2}{dr^2}+h^2-h'$. Since $h^2=l^2/r^2-2/r+1/l^2$ and $h'=-l/r^2$,
$$a_la_l^\dagger=2H_{l-1}+\frac1{l^2},\qquad a_l^\dagger a_l=2H_l+\frac1{l^2}.$$
Reading $a_la_l^\dagger a_l$ in both groupings gives $H_{l-1}a_l=a_lH_l$, so $a_l$ lowers $l$ at fixed energy. Acting on $r^{l+1}$ it gives $(2l+1)r^l$ near the origin, so the image is regular and positive there. For a bound state its squared norm is $\langle v_l|a_l^\dagger a_l|v_l\rangle=1/l^2-1/n^2$. For a continuum state $a_l\to d/dr-1/l$ at large $r$, which multiplies the amplitude of a sine of wavenumber $k$ by $\sqrt{k^2+1/l^2}$. Therefore
$$a_lv_l=b_lv_{l-1},\qquad a_lw_l=c_lw_{l-1},\qquad b_l=\sqrt{\tfrac1{l^2}-\tfrac1{n^2}},\qquad c_l=\sqrt{\tfrac1{l^2}+k^2}.$$
Applying $a_l^\dagger$ and using $a_l^\dagger a_lw_l=c_l^2w_l$ gives the raising forms $a_l^\dagger w_{l-1}=c_lw_l$ and likewise $a_l^\dagger v_{l-1}=b_lv_l$.

For $n=2$, $v_1=r^2e^{-r/2}/2\sqrt6$ and $v_0=r(1-r/2)e^{-r/2}/\sqrt2$. Direct differentiation gives $a_1v_1=(3r-\tfrac32r^2)e^{-r/2}/2\sqrt6=\tfrac{\sqrt3}{2}v_0$, as $b_1$ requires, and $a_2^\dagger v_1=0$, as $b_2=0$ requires.

Take the auxiliary p functions and set $R=\int v_1rw_1\,dr$, $T=\int v_1rw_1'\,dr$. Two solutions of the same $H_l$ at different energies, one of them decaying, are orthogonal, so $\int v_1w_1\,dr=0$. Integration by parts, with no boundary term, then gives $\int v_1'rw_1\,dr=-\int v_1w_1\,dr-T=-T$. The $l/r$ term of every ladder operator, multiplied by $r$, also meets the vanishing overlap. Four statements follow:
$$0=\int(a_2^\dagger v_1)\,r\,w_1=T-\tfrac R2,\qquad c_2X_2=\int v_1\,r\,a_2^\dagger w_1=-T-\tfrac R2,$$
$$b_1X_1=\int(a_1v_1)\,r\,w_1=-T-R,\qquad c_1Y_1=\int v_1\,r\,a_1w_1=T-R.$$
With $T=R/2$ these read $c_2X_2=-R$, $b_1X_1=-\tfrac32R$, $c_1Y_1=-\tfrac12R$. Using $c_2=\sqrt W/2$ and $c_1=\sqrt{1+k^2}$,
$$X_1=\frac{\sqrt{3W}}{2}X_2,\qquad Y_1=\frac{\sqrt W}{4\sqrt{1+k^2}}X_2 .$$

## The one remaining integral

$X_2$ is the case $n=2$ of $X_n$, whose bound function is nodeless: $v_{n-1}=(2/n)^{n+1/2}[(2n)!]^{-1/2}r^ne^{-r/n}$, the constant coming from $\int r^{2n}e^{-2r/n}dr=(2n)!\,(n/2)^{2n+1}$.

Put $w_l=N_l\,r^{l+1}e^{-ikr}y$ into $w''+[k^2+2/r-l(l+1)/r^2]w=0$. The terms in $k^2$ and $1/r^2$ cancel, leaving $ry''+(2l+2-2ikr)y'+[2-2ik(l+1)]y=0$. With $z=2ikr$ and division by $2ik$ this is Kummer's equation $zy_{zz}+(c-z)y_z-ay=0$, with $c=2l+2$ and $a=l+1+i/k$. The regular solution is
$$M(a,c,z)=\sum_m\frac{(a)_mz^m}{(c)_m\,m!}=\frac{\Gamma(c)}{\Gamma(a)\Gamma(c-a)}\int_0^1e^{zt}t^{a-1}(1-t)^{c-a-1}dt ,$$
where the second form follows by expanding $e^{zt}$ and using the beta integral.

At large $r$ the oscillating integrand contributes only at the ends. The end $t=0$ gives $\Gamma(c)(-z)^{-a}/\Gamma(c-a)$. Since $-z=2kr\,e^{-i\pi/2}$, its modulus is $(2l+1)!\,(2kr)^{-l-1}e^{-\pi/2k}/|\Gamma(a)|$, using $c-a=a^*$. After multiplication by $e^{-ikr}$ the end $t=1$ gives the complex conjugate (substitute $t\to1-t$), so the sine has twice this modulus as amplitude, and
$$N_l=\sqrt{\frac2{\pi k}}\;\frac{(2k)^{l+1}\,|\Gamma(l+1+i/k)|\,e^{\pi/2k}}{2\,(2l+1)!}.$$
The recurrence and reflection formulas of $\Gamma$ give $|\Gamma(l+1+i/k)|^2=k^{-2l}\,\Pi_l\,\dfrac{\pi/k}{\sinh(\pi/k)}$ with $\Pi_l=\prod_{s=1}^l(1+s^2k^2)$, and $e^{\pi/k}/\sinh(\pi/k)=2/(1-e^{-2\pi/k})$. The powers of $k$ cancel:
$$N_l=\frac{2^{l+1}}{(2l+1)!}\sqrt{\frac{\Pi_l}{1-e^{-2\pi/k}}}.$$

Integrate the series term by term for large $\lambda$, using $\Gamma(c+m)/(c)_m=\Gamma(c)$ and the binomial series:
$$J(\lambda)=\int_0^\infty r^{c-1}e^{-(\lambda+ik)r}M(a,c,2ikr)\,dr=\Gamma(c)\,(\lambda+ik)^{a-c}(\lambda-ik)^{-a}.$$
Both sides are analytic for $\mathrm{Re}\,\lambda>0$, so the result holds there. Writing $\lambda\pm ik=\sqrt{\lambda^2+k^2}\,e^{\pm i\theta}$, $\theta=\arctan(k/\lambda)$, the exponent of the phase is $i\theta(2a-c)=-2\theta/k$, so $J=\Gamma(c)(\lambda^2+k^2)^{-c/2}e^{-2\theta/k}$.

For $l=n$ the integrand of $X_n$ carries $r^n\cdot r\cdot r^{n+1}=r^c$, one power more than $J$, so $-dJ/d\lambda$ is needed at $\lambda=1/n$. With $d\theta/d\lambda=-k/(\lambda^2+k^2)$,
$$-\frac{dJ}{d\lambda}=J\,\frac{(2n+2)\lambda-2}{\lambda^2+k^2}=J\,\frac{2/n}{\lambda^2+k^2},\qquad\lambda^2+k^2=\frac W{n^2}.$$
The constants are $(2/n)^{n+1/2}[(2n)!]^{-1/2}\cdot2^{n+1}\cdot(2/n)\cdot n^{2n+4}$, the factorial $(2n+1)!$ having cancelled between $N_n$ and $\Gamma(c)$:
$$X_n=\frac{2^{2n+5/2}\,n^{n+5/2}}{\sqrt{(2n)!}}\;\frac{\sqrt{\Pi_n}}{W^{n+2}}\;\mathcal E,\qquad \mathcal E=\frac{e^{-(2/k)\arctan nk}}{\sqrt{1-e^{-2\pi/k}}},\qquad\mathcal E\to e^{-2n}\ (k\to0).$$
For $n=1$ this is $X_1=16W^{-5/2}\mathcal E$. For $n=2$, with $W=1+4k^2$ and $\Pi_2=(1+k^2)W$,
$$X_2=\frac{1024}{\sqrt6}\frac{\sqrt{1+k^2}}{W^{7/2}}\mathcal E,\qquad X_1=\frac{256\sqrt{2(1+k^2)}}{W^3}\mathcal E,\qquad Y_1=\frac{256}{\sqrt6\,W^3}\mathcal E .$$

## Any shell

For general $n$ and $1\le l\le n-1$ set $R=\int v_lrw_l$, $T=\int v_lrw_l'$. The same four integrals give
$$b_lX_l=-T-\tfrac Rl,\qquad c_lY_l=T-\tfrac Rl,\qquad c_{l+1}X_{l+1}=-T-\tfrac R{l+1},\qquad b_{l+1}Y_{l+1}=T-\tfrac R{l+1}.$$
Seek $b_lX_l=\mu\,c_{l+1}X_{l+1}+\nu\,b_{l+1}Y_{l+1}$. Matching $T$ gives $\mu-\nu=1$, matching $R$ gives $\mu+\nu=(l+1)/l$, so $\mu=(2l+1)/2l$ and $\nu=1/2l$. For $c_lY_l$ the sign of $T$ is reversed, which swaps $\mu$ and $\nu$:
$$2l\,b_lX_l=(2l+1)\,c_{l+1}X_{l+1}+b_{l+1}Y_{l+1},\qquad 2l\,c_lY_l=c_{l+1}X_{l+1}+(2l+1)\,b_{l+1}Y_{l+1}.\tag{1}$$
At $l=n-1$ the term $b_nY_n$ is zero, so $X_n$ alone starts the descent. All coefficients are positive and $X_n>0$, hence every $X_l$ and $Y_l$ is positive at every energy: in a pure Coulomb field no bound-free dipole integral passes through zero. The argument uses the ladder, which exists for $-1/r$; it says nothing about a screened potential.

To decouple (1), solve its first equation for $b_{l+1}Y_{l+1}$ and insert it in the second. With $1-(2l+1)^2=-4l(l+1)$ and division by $2l$,
$$c_lY_l=(2l+1)\,b_lX_l-2(l+1)\,c_{l+1}X_{l+1}.$$
Write the first equation of (1) at $l-1$, multiply by $c_l$ and substitute:
$$2(l-1)b_{l-1}c_lX_{l-1}=\big[(2l-1)c_l^2+(2l+1)b_l^2\big]X_l-2(l+1)b_lc_{l+1}X_{l+1}.\tag{2}$$
System (1) is unchanged under $X\leftrightarrow Y$, $b\leftrightarrow c$, so the same swap in (2) gives the recursion for $Y$. Multiply both by $ln^2$. The brackets become $4n^2+l(2l-1)n^2k^2-l(2l+1)=4n^2-4l^2+l(2l-1)W$ for $X$ and $4n^2+l(2l+1)n^2k^2-l(2l-1)=4n^2-4l^2+l(2l+1)W$ for $Y$. The left side of (2) gets the coefficient $2n\sqrt{(n^2-(l-1)^2)(1+l^2k^2)}$, and the last term gets the same expression with $l\to l+1$. The square roots are removed by writing the integral from bound $l$ to free $l'$ as
$$\sqrt{\frac{(n+l)!}{(n-l-1)!}\,\Pi_{l'}}\;(2n)^{l-n}\,G(l,l').$$
For $X_l$ the prefactor $f_l$ (bound $l-1$, free $l$) has $f_l/f_{l-1}=2n\sqrt{(n+l-1)(n-l+1)(1+l^2k^2)}$, which is that coefficient. Dividing by $f_l$ leaves $1$ on the left and $(f_{l+1}/f_l)^2$ in the last term. For $Y_l$ the prefactor ratio is $2n\sqrt{(n^2-l^2)(1+(l-1)^2k^2)}$ and works the same way. Since $X_l$ carries $G(l-1,l)$ and $Y_l$ carries $G(l,l-1)$, the results are Burgess's recursions:
$$G(l-2,l-1)=\big[4n^2-4l^2+l(2l-1)W\big]G(l-1,l)-4n^2(n^2-l^2)\big[1+(l+1)^2k^2\big]G(l,l+1),$$
$$G(l-1,l-2)=\big[4n^2-4l^2+l(2l+1)W\big]G(l,l-1)-4n^2\big[n^2-(l+1)^2\big](1+l^2k^2)\,G(l+1,l).$$
The first runs from $l=n$, the second from $l=n-1$, both down to $l=2$, and at the first step the last coefficient vanishes. Dividing $X_n$ by $f_n=\sqrt{(2n-1)!\,\Pi_n}/2n$ gives $G(n-1,n)=2^{2n+3}n^{n+3}\,\mathcal E/[(2n-1)!\,W^{n+2}]$. The second equation of (1) at $l=n-1$ gives $Y_{n-1}=X_n\sqrt W/\big(2n\sqrt{1+(n-1)^2k^2}\big)$, which is $G(n-1,n-2)=W\,G(n-1,n)/2n$.

The $G$ span too many orders of magnitude for floating point at large $n$, so the algorithm carries ratios and logarithms.

1. Compute $\ln X_n$ from the closed form with the log-gamma function, and $\ln Y_{n-1}$ from it.
2. For $l=n,\dots,2$: $q_l=4n^2-4l^2+l(2l-1)W-4n^2(n^2-l^2)[1+(l+1)^2k^2]/q_{l+1}$, where $q_l=G(l-2,l-1)/G(l-1,l)$, and $\ln X_{l-1}=\ln X_l+\ln\big[q_l/\big(2n\sqrt{(n^2-(l-1)^2)(1+l^2k^2)}\big)\big]$.
3. For $l=n-1,\dots,2$: $q'_l=4n^2-4l^2+l(2l+1)W-4n^2[n^2-(l+1)^2](1+l^2k^2)/q'_{l+1}$, and $\ln Y_{l-1}=\ln Y_l+\ln\big[q'_l/\big(2n\sqrt{(n^2-l^2)(1+(l-1)^2k^2)}\big)\big]$.

The work is proportional to $n$ for the whole shell.

## Why downward

Let a perturbation of the pair $(X_{l+1},Y_{l+1})$ be at most a fraction $\eta$ of each component. Because the coefficients in (1) are positive, the perturbation of $(X_l,Y_l)$ is again at most the fraction $\eta$. Descent never amplifies relative errors of the pair.

The three-term form contains a subtraction, and (1) bounds its effect. Both right sides of (1) are positive combinations of the same two terms, so $b_lX_l\le(2l+1)c_lY_l$. A relative error $\eta$ in $X_l$ at fixed $X_{l+1}$ shifts the implied $Y_l$ by $(2l+1)b_l\eta X_l/c_l\le(2l+1)^2\eta Y_l$. The positive term of (2) obeys $(2l+1)b_l^2X_l\le(2l+1)^2b_lc_lY_l$, while the result of (2) equals $(2l-1)c_l^2X_l+b_lc_lY_l$, so cancellation costs at most another $(2l+1)^2$. The swap $X\leftrightarrow Y$, $b\leftrightarrow c$ covers the other family. The total error is thus bounded by a power of $n$ times the rounding unit. The observed error at $n=200$, $k=0,\,0.005,\,0.5$, relative to (1) run with 50 digits and including the error of the starting value, is $8.5\times10^{-13}$ at worst.

Upward the situation reverses. The determinant of the map (1) is $\frac{(2l+1)^2-1}{4l^2}\frac{b_{l+1}c_{l+1}}{b_lc_l}=\frac{(l+1)b_{l+1}c_{l+1}}{l\,b_lc_l}$. For a second solution $(\tilde X,\tilde Y)$ the quantity $l\,b_lc_l(X_l\tilde Y_l-Y_l\tilde X_l)$ is therefore independent of $l$. Where the physical solution falls steeply with $l$, because the continuum function oscillates across the smooth bound one and the integral largely cancels (at $k=0$, $l=n=100$ the continuum turning point $r=l(l+1)/2=5050$ lies well inside the bound maximum at $r=n^2=10^4$; for $l\ll n$ the Bessel form derived below shows an exponential decay in $l^3$), the second must rise as steeply, up to powers of $l$. At $n=100$, $k=0$, $X_{100}/X_1=7.17\times10^{-13}$, so a rounding error of order $10^{-16}$ is amplified relative to the answer by about the inverse square of that ratio, $2\times10^{24}$. Running (2) upward from correctly rounded $X_1,X_2$ gives a relative error of $7.2\times10^{9}$ in $X_{100}$, some tens of times more than the $2\times10^{8}$ that this estimate gives for a single rounding error; the estimate leaves out the new rounding error made at every upward step.

## Cross sections

In the dipole approximation a field $F\cos\omega t$ along $z$ gives the perturbation $Fz\cos\omega t$, whose absorbing part has amplitude $F/2$. The golden rule with energy-normalised final states gives the rate $2\pi(F/2)^2|z_{fi}|^2$. The photon flux is $cF^2/8\pi\omega$ with $c=1/\alpha$. Their ratio is $\sigma=4\pi^2\alpha\omega|z_{fi}|^2$, where $\omega=k^2/2+1/2n^2=W/2n^2$.

The angular factor is $\langle l+1,m|\cos\theta|l,m\rangle^2=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}$. With $\sum_{m=-l}^lm^2=l(l+1)(2l+1)/3$ its sum over $m$ is $\frac{(l+1)(3l+3-l)}{3(2l+3)}=\frac{l+1}3$, the larger $l$ of the pair over three. Averaging over the $2l+1$ sublevels, and then over a shell populated in proportion to $2l+1$,
$$\sigma_{nl}=\frac{4\pi^2\alpha\omega}{3}\,\frac{(l+1)X_{l+1}^2+lY_l^2}{2l+1},\qquad\sigma_n=\frac1{n^2}\sum_l(2l+1)\sigma_{nl}=\frac{4\pi^2\alpha\omega}{3n^2}\sum_{l=1}^nl\,(X_l^2+Y_l^2),$$
with $Y_n=0$. For charge $Z$ and electron momentum $p$, put $k=p/Z$. Bound functions become $Z^{1/2}v(Zr)$, continuum functions $Z^{-1/2}w(Zr)$ because the amplitude is $\sqrt{2/\pi p}$, and $r\,dr$ gives $Z^{-2}$. Integrals scale as $Z^{-2}$, $\omega$ as $Z^2$, and $\sigma$ as $Z^{-2}$.

This part has derived Burgess's recursions for the bound-free dipole integrals of any hydrogenic shell, shown why they should be run downward in $l$, and expressed the subshell and shell cross sections through these integrals. What remains is to check the results independently, derive Kramers' cross section and the shell Gaunt factor, and work through an example for B$^{4+}$.
